# How much impurity a gettering layer leaves in a wafer

A process calculation for a silicon solar cell has to settle whether a gettering layer 150 nm thick cleans the wafer well enough, or whether the layer must be thickened or the heat treatment changed. The answer depends on how an impurity divides itself between a thin layer that binds it strongly and a wafer about a thousand times thicker. If the exchange reaches equilibrium, the fraction of all impurity atoms that stays in the wafer is

\[
f=\frac{1}{1+K\,t_g/t_w}.
\]

Here \(t_g\) and \(t_w\) are the thicknesses of layer and wafer, and \(K=C_g/C_w\) is the partition coefficient, the equilibrium ratio of the impurity's volume concentration in the layer to that in the wafer.

The system is closed, layer and wafer share the same area \(A\), and the thicknesses are fixed. The impurity is dissolved in the wafer, not precipitated. It is dilute in both regions, so that \(K\) does not depend on concentration.

## First derivation: equal chemical potentials

Let the wafer offer \(\nu_w\) sites per volume and the layer \(\nu_g\) binding sites per volume, each holding at most one impurity atom. An occupied site has free energy \(e_w\) in the wafer and \(e_g=e_w-E\) in the layer. A positive binding free energy \(E\) therefore favours the layer.

If \(dn\) atoms move from wafer to layer at fixed temperature \(T\), the total free energy changes by \((\mu_g-\mu_w)\,dn\), where \(\mu\) is the chemical potential. At the minimum this vanishes for either sign of \(dn\), so \(\mu_g=\mu_w=\mu\).

A site of free energy \(e\) is empty with weight 1 or occupied with weight \(x=\exp[(\mu-e)/k_BT]\). Its mean occupancy is

\[
\theta=\frac{x}{1+x}\approx x\qquad(x\ll1).
\]

The concentrations are site density times occupancy:

\[
C_w=\nu_w e^{(\mu-e_w)/k_BT},\qquad
C_g=\nu_g e^{(\mu-e_w+E)/k_BT}.
\]

In the ratio, \(\mu\) and \(e_w\) cancel:

\[
K=\frac{C_g}{C_w}=\frac{\nu_g}{\nu_w}\,e^{E/k_BT}.
\]

Unbound atoms in the layer are left out. If the layer also had ordinary sites like those of the wafer, they would hold a concentration \(C_w\) and add 1 to \(K\), which is negligible when \(K\) is in the thousands.

Now count atoms per unit area. The total \(S\) is conserved, and \(C_g=KC_w\), so

\[
S=C_wt_w+C_gt_g=C_w\,(t_w+Kt_g).
\]

The wafer's share follows on dividing numerator and denominator by \(t_w\):

\[
f=\frac{C_wt_w}{S}=\frac{t_w}{t_w+Kt_g}=\frac{1}{1+r},
\qquad r=\frac{Kt_g}{t_w}.
\]

The number \(r\) is the ratio of atoms in the layer to atoms in the wafer. For \(r\ll1\), \(f\approx1-r\) and the layer hardly matters. At \(r=1\) the atoms are shared equally. For \(r\gg1\), \(f\approx1/r\), and doubling the layer thickness halves what is left. The product \(Kt_g\) acts as an equivalent thickness of wafer material.

The same balance covers other cases. With layers on both faces, each adds its own \(Kt_g\) to the bracket. If the site density varies with depth \(z\) in the layer, \(Kt_g\) is replaced by \(\int_0^{t_g}K(z)\,dz\).

The layer may also bring impurities with it. Let the wafer start at concentration \(C_0\) and the layer contain \(s\) times the wafer's initial content. Then \(S=(1+s)C_0t_w\), and \(C_wt_w=fS\) gives

\[
\frac{C_w}{C_0}=(1+s)f=\frac{1+s}{1+r}.
\]

Thus \(f\) is the reduction of the wafer concentration only for a clean layer, \(s=0\). A layer with \(s>r\) contaminates the wafer.

## Second derivation: counting arrangements

The second route uses no chemical potential. Put \(N\) atoms on \(M_w=\nu_wt_wA\) wafer sites and \(M_g=\nu_gt_gA\) layer sites, with \(N\le M_g\). The probability \(P(n)\) that \(n\) atoms are in the wafer is proportional to the number of arrangements times the Boltzmann factor:

\[
P(n)\propto\binom{M_w}{n}\binom{M_g}{N-n}e^{(N-n)E/k_BT}.
\]

The common factor \(e^{-Ne_w/k_BT}\) has been dropped. Compare neighbouring values of \(n\). The first binomial changes by the factor \((M_w-n+1)/n\), the second by \((N-n+1)/(M_g-N+n)\), and the exponential by \(e^{-E/k_BT}\). Clearing the denominators gives

\[
n\,(M_g-N+n)\,e^{E/k_BT}P(n)=(M_w-n+1)(N-n+1)\,P(n-1).
\]

Sum over \(n\) from 1 to \(N\). On the left, the missing term \(n=0\) is zero. On the right, set \(m=n-1\); the missing term \(m=N\) is also zero. Both sides are then averages over the full distribution:

\[
e^{E/k_BT}\,\langle n(M_g-N+n)\rangle=\langle(M_w-n)(N-n)\rangle.
\]

In the dilute case \(N\ll M_g\) and \(N\ll M_w\), the site factors reduce to \(M_g\) and \(M_w\). Dividing by \(M_w\) leaves

\[
\frac{M_g}{M_w}e^{E/k_BT}\langle n\rangle=N-\langle n\rangle .
\]

The coefficient on the left is \((\nu_gt_g/\nu_wt_w)\,e^{E/k_BT}=Kt_g/t_w=r\). Hence \((1+r)\langle n\rangle=N\), and

\[
f=\frac{\langle n\rangle}{N}=\frac{1}{1+r}.
\]

The identity before the dilute step also shows what happens when the layer fills up. Keep the wafer dilute, let \(N\) be large so that averages of products may be replaced by products of averages, and write \(a=N/M_g\) for the number of atoms per layer site. With \(\langle n\rangle=fN\),

\[
e^{E/k_BT}fN\,(M_g-N+fN)=M_wN(1-f).
\]

Dividing by \(NM_w\) and taking \(M_g\) out of the bracket gives

\[
r f\,[1-a(1-f)]=1-f .
\]

The bracket is the fraction of layer sites still empty. When \(a\to0\) it tends to 1 and the earlier result returns. When there are as many atoms as layer sites, \(a=1\), the bracket becomes \(f\), so \(rf^2+f-1=0\), with positive root

\[
f=\frac{-1+\sqrt{1+4r}}{2r}.
\]

For large \(r\) this falls only as \(1/\sqrt r\): stronger binding helps less once the sites are nearly full.

## What each derivation assumes

The mass balance in the first derivation needs a constant ratio \(K\), whatever its microscopic origin. A value of \(K\) measured at the anneal temperature could be inserted without knowing what binds the impurity. The site model enters only to predict \(K\) and its dependence on temperature.

The second derivation assumes the site model from the start: independent sites, single occupancy and one binding free energy. In return it holds for small numbers of atoms and yields the saturation law. It could not be applied unchanged to a layer that dissolves the impurity in a liquid alloy, whereas the mass balance could, provided \(K\) stayed constant and the thicknesses were fixed.

Both assume equilibrium, and neither says how long it takes.

## Iron and a doped polysilicon layer

Take iron in a silicon wafer with \(t_w=160\) µm and, on one face, an initially clean, heavily phosphorus-doped polysilicon layer with \(t_g=150\) nm. The rough model parameters are \(T=1073\) K, \(E=1.50\) eV, \(\nu_w=5\times10^{22}\) cm⁻³, \(\nu_g=1\times10^{20}\) cm⁻³ and initial iron \(C_0=1\times10^{12}\) cm⁻³. This iron content lies below the rough solubility of \(3\times10^{12}\) cm⁻³ at that temperature, so the iron can be taken as dissolved.

With \(k_BT=0.09246\) eV,

\[
K=\frac{1\times10^{20}}{5\times10^{22}}\times1.110\times10^{7}=2.22\times10^{4},
\]

\[
r=2.22\times10^{4}\times9.375\times10^{-4}=20.8,\qquad
f=\frac{1}{21.8}=0.046 .
\]

About 4.6 % of the iron stays in the wafer, at \(4.6\times10^{10}\) cm⁻³. The layer ends at \(1.0\times10^{15}\) cm⁻³, which occupies a share \(1.0\times10^{-5}\) of its sites, so saturation is negligible here.

The counting formula was tested by summing over all splits of 50 atoms between two million layer sites and a proportionate number of wafer sites. The sum gives 0.045843, against 0.045842 from the dilute formula. For 4000 atoms and 4000 layer sites it gives 0.1964, against 0.1965 from the quadratic. In this wafer, that degree of filling would require \(9.4\times10^{16}\) cm⁻³ of initial iron, far above the solubility, so it is a test of the formula and not a process condition.

To leave 1 %, solve \(f=1/(1+Kt_g/t_w)\) for the thickness:

\[
t_g=\frac{t_w}{K}\left(\frac1f-1\right)
=\frac{160\ \text{µm}\times99}{2.22\times10^{4}}\approx0.71\ \text{µm}.
\]

The layer would have to be about 710 nm thick, nearly five times the original. The alternative is a lower final temperature. With \(E\), the site densities and the thicknesses held fixed, the equilibrium fraction at 973 K is 0.0090, slightly better than the thick layer gives at 1073 K. This narrow margin depends on how steeply \(K\) rises on cooling. If the same \(K\) at 1073 K came from a smaller binding energy and a larger prefactor, the thick layer would win for energies below about 1.40 eV; for 0.9 eV the fraction at 973 K is 0.017.

Starting at 973 K carries a risk, because iron solubility falls with temperature and the initial \(10^{12}\) cm⁻³ may no longer dissolve. Holding at 1073 K first lowers the dissolved iron before the wafer is cooled.

## How sensitive the number is

Since \(df=-f^2\,dr\) and \(fr=1-f\), a relative change in \(r\) gives

\[
\frac{df}{f}=-(1-f)\,\frac{dr}{r}.
\]

With the site densities and \(E\) held fixed, \(dr/r=-E\,dT/(k_BT^2)\), so

\[
\frac{df}{f}=(1-f)\frac{E}{k_BT}\frac{dT}{T}
=0.954\times\frac{1.50}{0.09246}\times\frac{10}{1073}\approx0.14
\]

for a rise of 10 K. The full formula gives \(f=0.040\) at 1063 K and 0.053 at 1083 K.

An error of 0.1 eV in the binding free energy matters more than 10 K in temperature: it multiplies or divides \(K\) by \(e^{0.1/0.09246}\approx2.9\). The result is \(f=0.124\) for 1.4 eV and 0.016 for 1.6 eV.

If the site density fell linearly to zero through the layer from the same maximum, the integral of \(K\) would be halved and \(f\) would rise to 0.088.

## Whether equilibrium is reached

Let \(x\) run from the layer, at \(x=0\), to the sealed far face, at \(x=t_w\). Iron diffuses in the wafer with diffusivity \(D\). If the thin layer stays in equilibrium with the wafer surface, it holds \(Kt_gC(0,t)\) atoms per area and gains what leaves the wafer:

\[
Kt_g\frac{\partial C}{\partial t}\bigg|_{x=0}=D\frac{\partial C}{\partial x}\bigg|_{x=0}.
\]

A decaying mode with no flux at the far face is \(C\propto\cos[q(1-x/t_w)]\,e^{-t/\tau}\). The diffusion equation requires \(1/\tau=Dq^2/t_w^2\). The slope at \(x=0\) is proportional to \((q/t_w)\sin q\), so the layer condition becomes

\[
-Kt_g\frac{Dq^2}{t_w^2}\cos q=D\frac{q}{t_w}\sin q
\quad\Rightarrow\quad \tan q=-rq .
\]

The right side is negative for positive \(q\), so the smallest root lies between \(\pi/2\) and \(\pi\). Here \(q=1.601\). The rough diffusivity \(D=10^{-3}\,e^{-0.67\,\text{eV}/k_BT}\) cm²/s equals \(7.13\times10^{-7}\) cm²/s at 1073 K, and

\[
\tau=\frac{(0.0160\ \text{cm})^2}{7.13\times10^{-7}\ \text{cm}^2/\text{s}\times1.601^2}\approx140\ \text{s}.
\]

A diffusion calculation with the wafer divided into 100 cells and the layer into 5 gives 140.2 s, against 140.1 s from the formula. After 300 s the wafer still holds 13.6 % of the iron, three times the equilibrium share. It comes within 10 % of \(f\), relative to \(f\), after about 12 minutes, and a 30-minute anneal is effectively complete.

An interface barrier slows the exchange. Let its flux be \(h\,(C_w-C_g/K)\), with \(C_w\) and \(C_g\) taken at the interface. This vanishes when \(C_g=KC_w\), so the final \(f\) is unchanged. For \(h=D/t_w=4.5\times10^{-5}\) cm/s the slowest time rises to about 460 s. After 30 minutes the wafer's share is then still about 40 % above \(f\), and about an hour is needed to come within 1 % of it.

## The model beside a real wafer

Phosphorus-doped polysilicon contacts are used on silicon solar cells and can getter iron. The thicknesses chosen here are of the usual order, while 1073 K is at the low end of the temperatures used to form such contacts. The binding energy and site density are the least certain inputs, and real contacts commonly have a thin oxide at the interface, whose permeability to iron is not determined here.

The assumption of one fixed temperature also breaks down, because a real wafer must cool. Starting from equilibrium at 1073 K and cooling to 773 K, the diffusion model gives \(f=0.0042\) at 10 K/min and 0.040 at 1000 K/min. Slow cooling thus lowers the residue elevenfold relative to the hold at 1073 K, since \(K\) grows while the iron can still move; fast cooling nearly preserves the high-temperature value. These figures keep \(E\) and the site densities fixed and omit precipitation, which can compete with gettering as the wafer cools. They also assume that no interface barrier slows the iron: with \(h=D/t_w\) at each temperature the slow cooling leaves 0.020, and with \(h\) fixed at \(4.5\times10^{-5}\) cm/s it leaves 0.010, no better than the thick layer at equilibrium. Where supersaturation sets in depends on the solubility law. If the solubility falls from \(3\times10^{12}\) cm⁻³ at 1073 K with an enthalpy of about 2.9 eV, the dissolved iron in the slow cooling stays below it down to roughly 900 K, where the residue has already fallen about fivefold; shallower laws of about 2 eV move the crossing to about 800 K. Below the crossing the wafer is supersaturated, and the rest of the calculated gain depends on how little iron precipitates.

For this example, then, the cooling schedule deserves attention before a thicker layer does, provided the binding model holds, the interface lets iron through freely and little iron precipitates during cooling. The numerical output below lists the values used.

## Computed results

```
wafer thickness: 160 um
layer thickness: 150 nm
thickness ratio layer/wafer: 9.3750e-04
anneal temperature: 1073 K
thermal energy kT: 0.09246 eV
binding free energy: 1.50 eV
wafer site density: 5.0e+22 cm^-3
layer site density: 1.0e+20 cm^-3
initial iron in wafer: 1.0e+12 cm^-3
rough iron solubility at anneal: 3e+12 cm^-3
Boltzmann factor exp(E/kT): 1.1101e+07
partition coefficient K: 2.2202e+04
r = K * thickness ratio: 20.814
wafer fraction f, formula: 0.045842
f, counting 50 atoms: 0.045843
f, common chemical potential: 0.045842
final iron in wafer: 4.584e+10 cm^-3
final iron in layer: 1.018e+15 cm^-3
layer thickness leaving 1 percent: 713 nm
f with binding 1.4 eV: 0.1241
f with binding 1.6 eV: 0.0160
f at 1063 K: 0.0396
f at 1083 K: 0.0529
f, site density falling linearly to 0: 0.0877
occupied share of layer sites: 1.02e-05
initial iron for atoms = layer sites: 9.375e+16 cm^-3
f there, saturation quadratic: 0.1965
f there, counting 4000 atoms: 0.1964
iron diffusivity prefactor (rough): 1e-03 cm^2/s
iron migration energy (rough): 0.67 eV
iron diffusivity at anneal: 7.130e-07 cm^2/s
slowest-mode root q: 1.6008
slowest time tau, formula: 140.1 s
slowest time tau, cells: 140.2 s
wafer fraction after 300 s: 0.1360
wafer fraction after 1800 s: 0.045844
time to come within 10 percent of f: 718 s
barrier transfer velocity D/t_wafer: 4.46e-05 cm/s
slowest time with that barrier: 463.3 s
f after cooling to 773 K at 10 K/min: 4.16e-03
f after cooling to 773 K at 1000 K/min: 0.0403
equilibrium f at 973 K: 0.00899
```
